Spin Hall tensor components in the cubic groups m-3m and m-3

**Setting**

A homogeneous, non-magnetic crystal carries a weak, uniform electric field E. The spin current follows from

J_i^k = Σ_j σ^k_ij E_j,

where i is the direction of flow, j that of the field and k the spin axis, all referred to the cube axes x, y, z. The "-3" in a group symbol is a threefold rotation-inversion axis. Both groups contain inversion, twofold axes along x, y, z and threefold axes along the cube diagonals. The group m-3m also has fourfold axes along x, y, z; m-3 does not.

**Part (a). How does the tensor transform under a point operation R? What do inversion and time reversal imply?**

Answer. Flow direction and field are polar vectors, which transform with R. Spin is an angular momentum, hence an axial vector, which transforms with det(R) R. The transformed tensor is therefore

σ'^k_ij = det(R) Σ R_kk' R_ii' R_jj' σ^k'_i'j',

summed over the primed indices. If R belongs to the point group, then σ' = σ. A screw axis or glide plane acts through its rotational part, because a uniform response does not depend on a shift of origin.

For inversion R = -1, so det(R) = -1 and the three matrix factors give (-1)³ = -1. The product is +1, and inversion imposes no condition. Multiplying any R by inversion likewise leaves its condition unchanged, so the proper rotations suffice.

Under time reversal, velocity and spin both change sign, so their product, the spin current, does not. Neither does E. A response without magnetic order is thus allowed. Onsager reciprocity exchanges force and response, and so relates this coefficient to the inverse spin Hall effect. It does not relate σ^z_xy to σ^z_yx.

**Part (b). Find the independent components for m-3. Must their magnitudes differ?**

Answer. Let n_x, n_y, n_z be the numbers of indices x, y, z in a component, with n_x + n_y + n_z = 3. The twofold rotation about z reverses x and y and has determinant +1, so

σ = (-1)^(n_x + n_y) σ.

A nonzero component needs n_x + n_y even. The rotation about x likewise needs n_y + n_z even. The three numbers then have the same parity. Their sum is odd, so each is odd, and three odd numbers adding to 3 must all be 1. Six of the 27 components survive, those with three different indices.

The threefold rotation about [111] sends x→y→z→x with determinant +1. It joins the six into two cycles:

σ^z_xy = σ^x_yz = σ^y_zx = a
σ^z_yx = σ^x_zy = σ^y_xz = b.

One twofold rotation, this threefold rotation and inversion generate m-3, and each of the two patterns is unchanged by all of them. No further condition exists, so m-3 allows two independent components.

Symmetry permits |a| ≠ |b| but does not force it. Two free numbers can have equal magnitudes by accident, and part (g) contains such a case.

**Part (c). Add the fourfold axis to obtain m-3m. Confirm both results by a count over the group.**

Answer. The rotation by 90° about z sends x→y and y→-x. Its nonzero matrix elements are R_xy = -1, R_yx = +1 and R_zz = +1, and det(R) = +1. Hence

σ^z_xy = R_zz R_xy R_yx σ^z_yx = -σ^z_yx,

that is, b = -a. The tensor becomes

σ^k_ij = a ε_kij,

with ε_zxy = +1. The symbol ε is invariant under every proper rotation, so a itself survives. One independent component remains.

For the count, note that averaging the transformation over the group projects any tensor onto its invariant part. The trace of a projector is the dimension of the space it projects on. The trace of the product of three matrices R, acting on separate indices, is (tr R)³, so

N = (1/|G|) Σ_R det(R) (tr R)³.

A rotation by angle θ has tr R = 1 + 2 cos θ. This is 3 for the identity, -1 for a twofold, 0 for a threefold and 1 for a fourfold rotation.

The proper rotations of m-3 are the identity, 3 twofold and 8 threefold:

N = (27 - 3 + 0)/12 = 2.

Those of m-3m include 6 fourfold rotations and 6 twofold rotations about face diagonals as well:

N = (27 - 3 + 0 + 6 - 6)/24 = 1.

**Part (d). A film sends its spin current along the film normal n into a neighbouring layer. Find the spin polarization for a (001) film with the field at angle φ from [100], and for a (111) film.**

Answer. For m-3, define

A = (a - b)/2, s = (a + b)/2,

so that a = A + s and b = s - A. Then

σ^k_ij = A ε_kij + s |ε_kij|.

In m-3m, s = 0.

For the (001) film n = z and E = E(cos φ, sin φ, 0). With σ^y_zx = a and σ^x_zy = b,

J_z^x = b E sin φ, J_z^y = a E cos φ, J_z^z = 0.

The in-plane unit vector perpendicular to the field is t = z × E/E = (-sin φ, cos φ, 0). The spin component along t, divided by E, is

σ_across = a cos²φ - b sin²φ
= A(cos²φ + sin²φ) + s(cos²φ - sin²φ)
= A + s cos 2φ.

The component along the field is

σ_along = b sin φ cos φ + a cos φ sin φ = s sin 2φ.

With a fourfold axis, the spin is perpendicular to the field and its size does not depend on φ. Without it, turning the current from [100] to [010] changes the perpendicular part from A + s to A - s. Between these directions the spin also acquires a part along the field.

For the (111) film n = (1,1,1)/√3, and E lies in the plane, so E_x + E_y + E_z = 0. The A term gives A n × E. In the s term, a given k is joined to both orders of the other two indices:

s Σ |ε_kij| n_i E_j = (s/√3) Σ_(j≠k) E_j = (s/√3)(0 - E_k).

The result is

σ_across = A, σ_along = -s/√3,

for every in-plane field direction. The sign of σ_along depends on the face: it is -s/√3 for n along [111], [1-1-1], [-11-1] or [-1-11] and +s/√3 for the four opposite normals, such as [11-1]. All eight faces are equivalent under m-3, so a film can grow with either kind facing the neighbouring layer, and equal shares of the two cancel σ_along. A (111) film therefore reveals s through a spin component along the current, not through a dependence on angle.

**Part (e). A crystal of class m-3 contains a volume fraction w of twins turned by 90° about z. What is its average tensor?**

Answer. By the calculation in (c), the rotation gives a' = -b and b' = -a. Therefore

A' = (-b + a)/2 = A, s' = (-b - a)/2 = -s.

The charge conductivity is a tensor with two polar indices. The twofold axes remove its off-diagonal elements and the threefold axis makes the diagonal ones equal. Both twins thus conduct alike and see the same field. If scattering at their boundaries is neglected, the volume average is

A_avg = A, s_avg = (1 - w)s - w s = (1 - 2w)s.

At w = 1/2 the crystal responds like m-3m. A film of randomly oriented grains also has no s on average, since its average is invariant under a fourfold rotation.

**Part (f). Test the symmetry result on a lattice model. Derive its interband response, and find what happens if s_z is conserved.**

Let p_x, p_y, p_z orbitals sit on a simple cubic lattice of constant d, and let q be the wave vector times d. The Hamiltonian has

H_xx = 2(t_s cos q_x + t_1 cos q_y + t_2 cos q_z)
H_xy = g sin q_x sin q_y

and their cyclic partners, plus λ L·S, with L and S in units of ħ.

Answer. A fourfold rotation about x keeps p_x and exchanges the y and z bonds, so it requires t_1 = t_2. For t_1 ≠ t_2 the cyclic and twofold symmetries remain, and the point group is m-3.

An electron of charge -e obeys ħ dk/dt = -eE_j. Its state is the band state |n⟩ plus small admixtures c_m|m⟩, all multiplied by the common phase factor exp(-i∫E_n dt/ħ). Inserting this into the Schrödinger equation, cancelling the phase factor, projecting on ⟨m| and dropping the slow change of c_m gives

iħ⟨m|∂_t n⟩ + E_n c_m = E_m c_m.

Differentiating H|n⟩ = E_n|n⟩ and projecting on ⟨m| gives

⟨m|∂_j n⟩ = ⟨m|∂_j H|n⟩/(E_n - E_m).

Since |∂_t n⟩ = -(eE_j/ħ)|∂_j n⟩, the two minus signs cancel:

c_m = ieE_j ⟨m|∂_j H|n⟩/(E_n - E_m)².

The velocity is ∂_i H/ħ and the spin is ħσ_k/2, with σ_k a Pauli matrix. Their symmetrized product is the spin-current operator

j = (σ_k ∂_i H + ∂_i H σ_k)/4.

Its change is 2 Re(j_nm c_m), and Re(iu) = -Im u. With f_n the occupation and V the volume,

σ^k_ij = -(2e/V) Σ_k-points Σ_n f_n Σ_m Im[j_nm (∂_j H)_mn]/(E_n - E_m)².

The sum over m leaves out the degenerate partner of n: mixing two equally filled states changes no observable. The shift of the Fermi surface adds nothing, because the spin current is even and the velocity odd under time reversal, so contributions from k and -k cancel. With q as variable, the natural unit is (ħ/e) times e²/(ħd).

This formula was tested against direct time evolution in a slowly switched field. The parameters were t_s = 1.0, t_1 = -0.5, t_2 = -0.1, g = 0.6 and λ = 1.0 eV. For the lowest pair of bands at q = (0.7, 1.1, 0.4), the formula gives -0.3108 and 0.3345 for the zxy and zyx responses; time evolution gives -0.3107 and 0.3344.

All 27 components were then summed over 10 × 10 × 10 wave vectors, with Fermi level -0.7 eV and thermal energy 0.2 eV. They follow the pattern of (b), with a = -0.0021 and b = 0.0210 in the natural unit. Setting t_1 = t_2 = -0.3 eV, all else fixed, gives a = -0.0129 and b = 0.0129, as (c) requires. The coarse sum suffices here because its wave vectors respect the symmetry; it is not a converged conductivity.

Suppose now that s_z is conserved. Then j for k = z equals ±∂_i H/2 in each spin block. Because ∂_i H and ∂_j H are Hermitian,

(∂_j H)_nm (∂_i H)_mn = [(∂_i H)_nm (∂_j H)_mn]*.

Exchanging i and j reverses the imaginary part, so σ^z_xy = -σ^z_yx without any fourfold axis. Keeping only λ L_z S_z in the model confirms this, with -0.0278 and 0.0278. That reduced model is not cubic, since it singles out z.

It nevertheless informs the cubic case. To first order in λ, the spin trace of σ_z with one factor S_x or S_y vanishes, leaving the L_z S_z term. If the response can be expanded in λ, s therefore begins at order λ² or higher, whereas A may begin at order λ. This counting needs bands that are well separated at λ = 0. It cannot be relied on in the present model: along [111] all diagonal elements of H are equal, and so are all off-diagonal ones, so two orbital bands are degenerate at λ = 0. Near such lines the spin-orbit splitting is not a small correction.

**Part (g). Evaluate a film with the first parameter set of (f), d = 0.67 nm, 300 K, resistivity ρ = 100 µΩ cm and current density 10⁷ A/cm². How robust is the difference between a and b?**

Answer. The natural unit is 3633 (ħ/e) S/cm. Sums over 72 × 72 × 72 wave vectors give, in (ħ/e) S/cm:

Fermi level -2 eV: a = 90.7, b = -75.6
Fermi level -1 eV: a = 71.8, b = -10.1
Fermi level 0 eV: a = -169.4, b = 248.7
Fermi level +1 eV: a = -234.8, b = 337.5
Fermi level +2 eV: a = -118.4, b = 137.7

Take +1 eV, where |s| is largest among the five. At this level a coarser grid of 56 × 56 × 56 wave vectors changes a and b by at most 0.03 (ħ/e) S/cm; at the other levels, grids of 62 × 62 × 62 and 94 × 94 × 94 wave vectors change the values by at most 0.2 (ħ/e) S/cm. This choice shows the effect at a favourable filling. The relative contrast is greater at -1 eV, where |a| is about seven times |b|. At +1 eV,

A = (-234.8 - 337.5)/2 ≈ -286 (ħ/e) S/cm
s = (-234.8 + 337.5)/2 ≈ 51 (ħ/e) S/cm.

The spin Hall ratio compares the spin current, multiplied by 2e/ħ, with the charge current. For σ in (ħ/e) S/cm it is θ = 2ρσ. In the (001) film,

field along [100]: θ = 2 × 10⁻⁴ × (-234.8) = -0.047
field along [010]: θ = 2 × 10⁻⁴ × (-337.5) = -0.068.

The second value uses A - s = -b. Its magnitude is 44 % above the first. At 45° the perpendicular ratio is -0.057 and the ratio along the field is 0.010. In the (111) film they are -0.057 and -0.006.

The table also shows why unequal magnitudes cannot be a law. Between -1 and 0 eV, A changes from about +41 to -209 (ħ/e) S/cm. At nonzero temperature it varies continuously with the Fermi level, so it vanishes somewhere between. There a = b: the magnitudes agree, but the signs are not those of m-3m unless s vanishes too.

The lattice constant is that of cubic PtBi₂, a metal with the pyrite structure and class m-3. The other parameters do not describe its bands: one three-orbital site replaces a cell of twelve atoms, and the model's 4.0 electrons per cell are far too few. The resistivity is a rough value for a disordered metal film and was not calculated from the model. The spin Hall ratios scale with this chosen value, so their size is only illustrative.

Real films can depart from the assumption of a perfect, unstrained single crystal. A 1 % stretch along z, modelled by weakening the direct hoppings along z by 2 % with the diagonal hoppings, cell shape and Fermi level held fixed, shifts a component by up to 8.8 (ħ/e) S/cm. That largest shift, 17 % of s, is in σ^z_yx, which a (001) film does not probe. The two components it does probe, σ^y_zx and σ^x_zy, shift by about -3.6 and -3.7 (ħ/e) S/cm, which lowers the film's apparent s by 7 %. The class falls from m-3 to mmm, which leaves all six components independent. In an m-3m crystal the same stretch keeps the fourfold axis along z, so a (001) film still shows no s. A stretch along x removes that axis; σ^x_zy and -σ^y_zx may then differ, which imitates a small s. Ten per cent of twins reduce s from 51 to 41 (ħ/e) S/cm.

Broadening and temperature matter less in this model. A broadening of 0.1 eV, entered only in the energy denominators, changes a and b by about 1 %. Raising the electronic temperature to 400 K, with bands and Fermi level fixed, changes them by about 0.1 (ħ/e) S/cm. The field is ρ × 10⁷ A/cm² = 1000 V/cm, or 6.7 × 10⁻⁵ eV per cell, far below the hopping energies. The linear formula fails very close to wave vectors where a filled band touches an empty one. Two of the model's band pairs touch at q = 0, but at 2(t_s + t_1 + t_2) + λ/2 = 1.3 eV, where both are empty for a Fermi level of +1 eV; this limit matters only when the Fermi level lies near such a touching.

In a film 5 nm thick with a spin diffusion length of 1.5 nm, backflow removes the fraction 1/cosh(5/1.5) = 7.1 % of the emitted spin current, if the neighbouring layer absorbs all spin that reaches it. This estimate uses one diffusion length and leaves out spin generated or lost at the interface itself. In m-3 the lengths for x and y spins flowing along z may differ, because the threefold axis changes the flow direction together with the spin. A measured difference between [100] and [010] can therefore contain a diffusion part as well as s.

Impurity scattering also contributes to the spin Hall effect and is not calculated here. It can change a and b, but it keeps the tensor forms of (b) and (c) as long as the crystal, averaged over its impurities, retains the point group. The numerical output below lists the computed values.

Calculated quantities

```
group 23: 12 operations, 2 independent component(s)
group m-3: 24 operations, 2 independent component(s)
group 432: 24 operations, 1 independent component(s)
group -43m: 24 operations, 1 independent component(s)
group m-3m: 48 operations, 1 independent component(s)
Kubo at one k, zxy and zyx: -0.31084 0.33451 (model units)
time evolution, same:       -0.31069 0.33436 (model units)
small grid m-3: a=-0.00210 b=0.02098 (model units)
small grid m-3m: a=-0.01288 b=0.01288 (model units)
s_z conserved: zxy=-0.02784 zyx=0.02784 (model units)
hoppings ts,t1,t2,g: 1.0 -0.5 -0.1 0.6 eV
spin-orbit coupling: 1.0 eV; lattice constant: 0.67 nm
conductivity unit e^2/(hbar a): 3633.0 S/cm
Fermi level -2.0 eV: a=90.7 b=-75.6 (hbar/e) S/cm
Fermi level -1.0 eV: a=71.8 b=-10.1 (hbar/e) S/cm
Fermi level +0.0 eV: a=-169.4 b=248.7 (hbar/e) S/cm
Fermi level +1.0 eV: a=-234.8 b=337.5 (hbar/e) S/cm
Fermi level +2.0 eV: a=-118.4 b=137.7 (hbar/e) S/cm
chosen Fermi level: +1.0 eV; electrons per cell: 3.97
a = -234.8, b = 337.5 (hbar/e) S/cm
A = -286.2, s = 51.3 (hbar/e) S/cm
ratio |a|/|b|: 0.696
k-grid difference: 0.03 (hbar/e) S/cm
resistivity: 100 microohm cm; current density: 1e+07 A/cm2
electric field: 1000 V/cm
(001) film, 0 deg: spin Hall ratio across -0.04696, along field 0.00000
(001) film, 30 deg: spin Hall ratio across -0.05210, along field 0.00889
(001) film, 45 deg: spin Hall ratio across -0.05723, along field 0.01027
(001) film, 90 deg: spin Hall ratio across -0.06750, along field 0.00000
(111) film: across -0.05723, along field -0.00593
at 400 K: a=-234.9 b=337.4 (hbar/e) S/cm
broadening 0.1 eV (lifetime 6.6 fs): a=-233.2 b=334.4 (hbar/e) S/cm
same coarser grid, no broadening: a=-234.8 b=337.5 (hbar/e) S/cm
strain 1 %: largest component shift 8.8 (hbar/e) S/cm
10 % twins: s falls to 41.1 (hbar/e) S/cm
film 5.0 nm, spin diffusion length 1.5 nm: backflow loss 7.1 %
field energy per cell: 6.7e-05 eV
```
